# Solute excess on a growing crystal from its surface energy slope

**Question**

I am working on surfactants in epitaxial growth and am stuck on a short exercise: "At 800 K, surface energy falls by 0.050 joule per square metre per unit log activity; show that solute excess is $4.5\times10^{18}$ per square metre."

I know that a solute which lowers the surface energy should collect at the surface, but I can't get from there to a number I trust. Reading "log" as base ten gives me about $2\times10^{18}$ per square metre. I also don't see what "excess" is measured against when the crystal itself contains some solute, or whether a relation of this kind survives on a solid, which can be stretched. Finally, suppose the solute is antimony on Si(001), supplied from a vapour. May I use the vapour pressure as the activity, and would the surface be in equilibrium at all during growth?

**Answer**

The number follows from the Gibbs adsorption equation, provided that "log" means the natural logarithm and $a$ is the activity of single solute atoms. The derivation also settles what the excess is measured against, so I'll do that first.

**1. The energy balance of a surface**

Call the solvent (the crystal's host atoms) 1 and the solute 2. Take a crystal with a surface of area $A$, and draw a dividing plane near that surface. Compare the real system with an imaginary one in which the bulk crystal continues unchanged up to the plane and the vapour continues unchanged from the other side. The differences in energy, entropy and atom numbers are the surface excesses $U_s$, $S_s$, $N_1$ and $N_2$. The two systems fill the same volume, so there is no excess volume. An excess can be negative.

Let $\gamma$ be the reversible work per area of creating new surface, at fixed temperature $T$ and chemical potentials $\mu_1,\mu_2$. If area is created without stretching the crystal,

$$
dU_s=T\,dS_s+\gamma\,dA+\mu_1\,dN_1+\mu_2\,dN_2 .
$$

Now build the whole surface this way, from zero area, with $T$, $\gamma$, $\mu_1$ and $\mu_2$ constant. Each excess grows in proportion to the area, so the equation integrates to

$$
U_s=TS_s+\gamma A+\mu_1N_1+\mu_2N_2 .
$$

This holds for every equilibrium state, so neighbouring states may be compared by differentiating it:

$$
\begin{aligned}
dU_s={}&T\,dS_s+S_s\,dT+\gamma\,dA+A\,d\gamma\\
&+\mu_1\,dN_1+N_1\,d\mu_1+\mu_2\,dN_2+N_2\,d\mu_2 .
\end{aligned}
$$

Subtract the first equation. The terms in $dS_s$, $dA$, $dN_1$ and $dN_2$ cancel, leaving

$$
0=S_s\,dT+A\,d\gamma+N_1\,d\mu_1+N_2\,d\mu_2 .
$$

Divide by $A$, and write $s=S_s/A$ and $\Gamma_i=N_i/A$:

$$
d\gamma=-s\,dT-\Gamma_1\,d\mu_1-\Gamma_2\,d\mu_2 .
$$

**What changes on a solid.** Area can also be gained by stretching the existing surface, and the work per area gained is then the surface stress $\tau$, which need not equal $\gamma$. (I take it as isotropic.) If $d\varepsilon$ is the relative change of area by stretching, the energy balance has an extra term $(\tau-\gamma)A\,d\varepsilon$, and the same subtraction gives

$$
d\gamma=-s\,dT-\Gamma_1\,d\mu_1-\Gamma_2\,d\mu_2+(\tau-\gamma)\,d\varepsilon .
$$

At fixed strain the last term vanishes, and the relation has the same form as for a liquid. Its size for a real wafer is estimated below.

**2. What the excess is measured against**

The two chemical potentials are not independent. Let the bulk crystal have atomic fractions $x_1$ and $x_2=1-x_1$. At fixed temperature and pressure the Gibbs–Duhem relation for that bulk is

$$
x_1\,d\mu_1+x_2\,d\mu_2=0
\quad\Longrightarrow\quad
d\mu_1=-\frac{x_2}{x_1}\,d\mu_2 .
$$

The small pressure changes of a dilute vapour are neglected here. With $dT=0$ and $d\varepsilon=0$,

$$
d\gamma=-\left(\Gamma_2-\Gamma_1\frac{x_2}{x_1}\right)d\mu_2\equiv-\Gamma\,d\mu_2 .
$$

The quantity $\Gamma$ is the relative solute excess: the solute at the surface beyond what would accompany the same amount of solvent in the bulk. If the dividing plane is placed so that $\Gamma_1=0$, then $\Gamma=\Gamma_2$.

It does not matter where you first drew the plane. Moving it by a thickness that holds $m$ bulk atoms per area changes $\Gamma_1$ by $x_1m$ and $\Gamma_2$ by $x_2m$, up to a common sign. The change in $\Gamma$ is then $x_2m-(x_1m)x_2/x_1=0$, with the vapour's own density neglected.

The distinction matters when the bulk is not dilute. Consider a row of 12 sites with a surface at each end. Neighbouring solute atoms attract by $0.5\,k_BT$, and a solute atom gains $2\,k_BT$ on an end site. The bulk solute fraction is 0.2002. Summing over all arrangements gives these totals for the two ends together:

- From the numerical slope of the surface energy, divided by $-k_BT$: 1.157823 atoms.
- From counting atoms and forming the relative excess: 1.157823 atoms.
- From counting solute beyond a bulk row with the same total number of sites: 0.926071 atoms.

The third count is a different quantity. At fixed total sites each extra solute atom replaces a solvent atom, so $\Gamma_1=-\Gamma_2$ and $\Gamma=\Gamma_2(1+x_2/x_1)=\Gamma_2/x_1$. Indeed $0.926/0.7998=1.158$. For a dilute solute $x_1\to1$, and the two definitions merge.

**3. From chemical potential to activity**

The activity is defined by $\mu_2=\mu_2^\circ(T)+k_BT\ln a$. At fixed temperature $\mu_2^\circ$ is constant, so $d\mu_2=k_BT\,d\ln a$ and

$$
\boxed{\;\Gamma=-\frac{1}{k_BT}\left(\frac{\partial\gamma}{\partial\ln a}\right)_{T,\varepsilon}\;}
$$

Only the energy $k_BT$ appears, so the formula reads the same in atomic units. A surface energy that falls as $a$ rises gives a positive excess; one that rises means that the surface is depleted of solute.

**4. The number**

At 800 K, $k_BT=0.06894$ eV. With $e$ standing for the numerical value of the elementary charge in coulombs, the given slope converts to

$$
-\frac{\partial\gamma}{\partial\ln a}=0.050\ \mathrm{J/m^2}
=\frac{0.050\times10^{-18}}{e}\ \mathrm{eV/nm^2}=0.3121\ \mathrm{eV/nm^2}.
$$

Hence

$$
\Gamma=\frac{0.3121\ \mathrm{eV/nm^2}}{0.06894\ \mathrm{eV}}
=4.53\ \mathrm{nm^{-2}}=4.5\times10^{18}\ \mathrm{m^{-2}},
$$

as was to be shown. The last form is rounded to the two figures of the given slope.

Your base-ten reading answers a different question. Since $\ln a=\ln10\,\log_{10}a$, a fall of the same size per decade corresponds to a slope per unit of $\ln a$ that is smaller by the factor $\ln10$, and to an excess of 1.97 nm⁻². The stated answer therefore fixes the meaning of "log".

**5. The same result from counting atoms**

A microscopic model shows why a slope of energy can count atoms. Suppose the solute sits in a layer on top of the crystal, and the crystal below stays unchanged. Let arrangement $j$ of this adlayer have $n_j$ atoms and energy $E_j$, measured from the reference state of the activity. Its statistical weight is $a^{n_j}e^{-E_j/k_BT}$. With $\gamma_0$ the energy of the bare surface,

$$
\gamma=\gamma_0-\frac{k_BT}{A}\ln\Xi,\qquad
\Xi=\sum_j a^{n_j}e^{-E_j/k_BT}.
$$

Differentiating $a^{n_j}=e^{n_j\ln a}$ with respect to $\ln a$ brings down a factor $n_j$, so

$$
\frac{\partial\gamma}{\partial\ln a}
=-\frac{k_BT}{A}\,\frac{\sum_j n_j\,a^{n_j}e^{-E_j/k_BT}}{\Xi}
=-k_BT\,\frac{\langle n\rangle}{A}.
$$

The mean number of atoms per area is the excess, whatever the interactions in $E_j$. As a numerical test, take a ring of ten sites at the Si(001) site density, with a repulsion of 0.05 eV between neighbouring solute atoms. When the activity is adjusted until the numerical slope is 0.3121 eV/nm², counting gives 4.527 atoms per nm², in agreement with section 4.

The site density follows from the silicon lattice constant, roughly 0.543 nm. The (001) face has two atoms per square of that edge:

$$
n_s=\frac{2}{(0.543\ \mathrm{nm})^2}=6.78\ \mathrm{nm^{-2}},\qquad
\frac{\Gamma}{n_s}=0.667 .
$$

The given slope thus describes two thirds of a layer.

Without interactions the model can be solved by hand. Each site is empty with weight 1 or filled with weight $Ka$, where $K$ contains the binding energy. Then $\Xi=(1+Ka)^{n_sA}$, and

$$
\gamma=\gamma_0-k_BT\,n_s\ln(1+Ka),\qquad
\Gamma=n_s\frac{Ka}{1+Ka}.
$$

There are two limits:

- **Sparse layer, $Ka\ll1$.** Here $\gamma\approx\gamma_0-k_BTn_sKa$. The energy falls linearly with activity, and $\Gamma$ is proportional to $a$.
- **Nearly full layer, $Ka\gg1$.** Here $\Gamma\to n_s$, and $\gamma$ falls linearly with $\ln a$, at the rate $k_BTn_s=0.06894\times6.783=0.468$ eV/nm².

The second value is a ceiling for any single adlayer with at most one solute atom per site, because $\langle n\rangle/A$ cannot exceed $n_s$. A steeper measured slope at 800 K would point to more solute than one full layer, for instance in a second layer or just below the surface, or to a misread activity.

**6. Is the fall a slope or a finite drop?**

I have read the exercise as giving a local slope. If instead $\gamma$ was measured at two activities one unit of $\ln a$ apart, integrating the boxed formula gives

$$
\gamma(\ln a_1)-\gamma(\ln a_1+1)=k_BT\int_{\ln a_1}^{\ln a_1+1}\Gamma\,d\ln a .
$$

The drop divided by $k_BT$ is then the mean excess over the interval. In the ten-site adlayer the count rises from 3.96 to 5.06 nm⁻² across a unit interval centred on our state. Its mean is 4.520 nm⁻², against 4.527 nm⁻² at the centre. The two are close because the part of $\Gamma$ that is linear in $\ln a$ averages to its central value. So where $\Gamma$ is nearly linear in $\ln a$ over the interval, a finite drop should be assigned to its middle. Where $\Gamma$ is curved this is only approximate: in the sparse limit $\Gamma\propto a$ the mean exceeds the central value by the factor $2\sinh\tfrac12\approx1.04$, and with attraction between solute atoms, when the coverage rises steeply, the difference can be ten per cent or more. Assigning it to either end would give an error of about 0.55 nm⁻² in this model.

**7. Can the vapour pressure serve as the activity?**

It can, if the vapour is in equilibrium with the surface and you allow for the size of its molecules. Solid antimony evaporates largely as four-atom molecules, so I take those as the example. Equilibrium between one such molecule and four single atoms requires $\mu_{\rm vap}=4\mu_2$. For an ideal gas at fixed temperature $d\mu_{\rm vap}=k_BT\,d\ln p$, with $p$ the partial pressure of the four-atom species. Therefore

$$
d\ln a=\frac{d\mu_2}{k_BT}=\frac14\,d\ln p,\qquad
\Gamma=-\frac{4}{k_BT}\,\frac{\partial\gamma}{\partial\ln p}.
$$

In the adlayer model the slope per unit of $\ln p$ is 0.0780 eV/nm², and $4\times0.0780/0.06894=4.53$ nm⁻², the same atom count as before.

If your 0.050 J/m² were a slope per unit of $\ln p$ for this four-atom species, the excess would be 18.1 nm⁻². That is far above the 6.78 sites per nm², so this reading cannot describe a single adlayer.

Two limits matter in practice. First, $p$ is the partial pressure of the four-atom species, not the total pressure. In the very thin vapour that balances a partial layer, many of these molecules break up at equilibrium; two-atom molecules become important and dominate at low enough activity. For the partial pressure of a species with $n$ atoms, the factor 4 becomes $n$. Second, a beam from a separate source need not be in equilibrium with the surface. If four-atom molecules arrive but single atoms leave, the coverage can be steady although $\mu_{\rm vap}\neq4\mu_2$, and the relation above then doesn't apply.

**8. Would the surface be in equilibrium during growth?**

This is the weakest assumption when the formula is applied to a growing film. For an estimate, let atoms arrive on empty sites at rate $k_a$ and leave filled sites at rate $k_d$. This treats the exchange as one of single atoms, which is a simplification for antimony. The filled fraction $\theta$ obeys

$$
\frac{d\theta}{dt}=k_a(1-\theta)-k_d\theta=k_a-(k_a+k_d)\theta .
$$

Setting the left side to zero at the equilibrium value $\theta_e$ gives $k_a=k_d\theta_e/(1-\theta_e)$. The deviation from $\theta_e$ then decays exponentially with the time constant

$$
t_r=\frac{1}{k_a+k_d}=\frac{1-\theta_e}{k_d},\qquad
k_d=\nu e^{-E_d/k_BT}.
$$

Take a rough desorption energy $E_d=2.6$ eV and a rough attempt rate $\nu=10^{13}$ s⁻¹. The mean time to desorb is $1/k_d\approx2400$ s, and with $\theta_e=0.667$ the coverage relaxes in $t_r\approx800$ s. At a slow growth rate of 0.01 nm/s, one atomic layer of 0.543/4 nm takes only 13.6 s.

Now raise the vapour's activity by one unit of $\ln a$, ending at our state. After one layer has grown, the coverage still lags by 1.6 nm⁻², or 36% of its final value of 4.53 nm⁻². After 1000 s the lag is 0.47 nm⁻², or 10%. So in this model the surface stays out of equilibrium with the vapour for many layers after such a change. The result depends on single atoms being the only exchange channel and on a desorption rate independent of coverage; exchange through molecules, or repulsion between adsorbed atoms, would shorten the lag. The estimate also leaves out solute buried by the growing crystal, a steady loss that would keep the coverage below its equilibrium value. These times are uncertain: at fixed attempt rate and coverage, 0.1 eV more binding lengthens them by a factor of 4.3.

Some other effects can be estimated for the same numbers:

- **Temperature.** If the surface is 10 K hotter than assumed and the slope is kept, $\Gamma$ falls by 0.056 nm⁻², about 1%. That is only the error in converting a given slope. The coverage itself is more sensitive: at a fixed arrival rate $k_a$, the extra 10 K raises $k_d$ by a factor of about 1.6, and $\theta_e=k_a/(k_a+k_d)$ falls from 0.67 to about 0.56. At a fixed pressure of an equilibrium vapour the fall is smaller, because warming also dissociates the molecules and raises $k_a$. Either way, hold the temperature steady while $\gamma$ is measured.
- **Solute in the bulk.** For a generous doping of 0.01 nm⁻³ (probably above the equilibrium solubility of antimony at 800 K), moving the dividing plane by one atomic layer without correcting for the solvent changes the solute count by 0.0014 nm⁻². So the solvent correction hardly matters here, even if all the crystal below the surface layer is too slow to follow the vapour.
- **Strain.** Suppose adsorption changes the surface stress by roughly 6 eV/nm². A wafer held flat, of thickness 500000 nm and modulus 1100 eV/nm³, then strains by $6/(1100\times500000)\approx10^{-8}$ in each direction, and its area changes by twice that fraction. With $\tau-\gamma$ also of order 6 eV/nm², the neglected term divided by $k_BT$ is of order $10^{-6}$ nm⁻². This counts only the strain caused by surface stress. If the whole crystal followed the vapour, dissolved antimony at the doping above would itself strain the lattice by roughly $10^{-5}$, whatever the thickness, giving a few $10^{-3}$ nm⁻². Both are small against 4.53 nm⁻², so on a thick, lightly doped wafer fixed strain is a safe assumption.

**9. How this compares with real surfactant growth**

The slope of 0.050 J/m² is the exercise's value, not a measured property of that surface. The real surface also rearranges its bonds, which the simple site models ignore. The boxed formula doesn't need those models, but it does need a smooth $\gamma$. Where two surface structures of different coverage coexist, they have equal $\gamma$ but different slopes, so the curve has a kink and no single excess can be read from it.

If the surfactant is instead deposited as a fixed dose before growth, the vapour does not set its coverage. The formula can still be used if the adlayer is in equilibrium within itself, with $a$ defined by the adlayer's own chemical potential; the vapour pressure then does not measure $a$. If you do want to use the pressure, work with a vapour that is itself in equilibrium at the surface temperature, not a one-way beam, and hold each setting for several relaxation times without growth before measuring $\gamma$. With the rough values and the single-atom exchange assumed in section 8, that means about an hour per point near two-thirds coverage, and longer at lower coverage, because $t_r=(1-\theta_e)/k_d$. Treat this as the slow case. An equilibrium vapour brings hundreds of times more antimony as two- and four-atom molecules than as single atoms, so if the molecules stick and dissociate with a probability above about one per cent, the surface relaxes faster than this estimate. The relaxation time is best measured.

The values used here are listed in the numerical output below.

## Computed values

```
Temperature: 800 K
Thermal energy kT: 0.06894 eV
Given fall of surface energy per unit ln a: 0.050 J/m^2
Same fall, converted: 0.3121 eV/nm^2
Solute excess: 4.527 atoms/nm^2
Solute excess, converted: 4.527e+18 atoms/m^2
Silicon lattice constant (rough): 0.543 nm
Si(001) site density: 6.783 sites/nm^2
Excess as fraction of sites: 0.667
Excess if slope were per decade: 1.966 atoms/nm^2
Excess if slope were per ln p(4-atom): 18.11 atoms/nm^2
Slab test, bulk solute fraction: 0.2002
Slab test, minus slope / kT: 1.157823 atoms
Slab test, counted relative excess: 1.157823 atoms
Slab test, excess at fixed total sites: 0.926071 atoms
Adlayer model, pair repulsion: 0.05 eV
Adlayer model, counted atoms: 4.5269 atoms/nm^2
Adlayer count half a unit of ln a lower: 3.957 atoms/nm^2
Adlayer count half a unit of ln a higher: 5.057 atoms/nm^2
Adlayer mean count over the unit: 4.5203 atoms/nm^2
Adlayer slope per ln p(4-atom): 0.0780 eV/nm^2
Desorption energy (rough): 2.6 eV
Attempt rate (rough): 1e+13 1/s
Growth rate (rough): 0.01 nm/s
Mean time to desorb: 2395 s
Relaxation time of coverage: 797 s
Factor in these times per 0.1 eV: 4.27
Time to grow one atomic layer: 13.6 s
Lag of excess after one layer: 1.619 atoms/nm^2
Lag of excess after 1000 s: 0.469 atoms/nm^2
Temperature error considered: 10 K
Change of excess from it: 0.056 atoms/nm^2
Bulk doping (rough): 0.01 atoms/nm^3
Effect of one-layer dividing shift: 0.00136 atoms/nm^2
Surface stress scale (rough): 6.0 eV/nm^2
Wafer modulus (rough): 1100 eV/nm^3
Wafer thickness (rough): 500000 nm
Wafer strain from adsorption: 1.1e-08 (no unit)
Effect of wafer strain: 9.5e-07 atoms/nm^2
```
